\section*{Sum rules for the dynamic structure factor and the dielectric function, part 2}

The problem is to find the first frequency moments of the dynamic structure factor $S(\mathbf q,\omega)$, of $\mathrm{Im}[-1/\varepsilon]$ and of $\mathrm{Im}\,\varepsilon$ for $N$ electrons in a periodic box of volume $\Omega$, with $n=N/\Omega$. Hartree atomic units are used ($\hbar=m=e=1$), with $v=4\pi/q^2$, $\omega_p^2=4\pi n=vnq^2$ and temperature $1/\beta$. The Hamiltonian is $H=\sum_j\tfrac12\boldsymbol\pi_j^2+V$, with $\boldsymbol\pi_j=-i\nabla_j+\mathbf A(\mathbf r_j)$ and $V$ any multiplicative potential. With $\rho_{\mathbf q}=\sum_je^{-i\mathbf q\cdot\mathbf r_j}$, part (a) found
\begin{equation}
[H,\rho_{\mathbf q}^\dagger]=\sum_je^{i\mathbf q\cdot\mathbf r_j}\left(\mathbf q\cdot\boldsymbol\pi_j+\tfrac12q^2\right),
\label{single}
\end{equation}
\begin{equation}
[\rho_{\mathbf q},[H,\rho_{\mathbf q}^\dagger]]=Nq^2 .
\label{double}
\end{equation}
In (c), the chain kinetic energy $T=-2t\cos p$ gave $2(\cos q-1)T(p)$ instead.

For eigenstates with energies $E_m$ and probabilities $P_m$,
\[
S(\mathbf q,\omega)=\frac1N\sum_{m,n}P_m\,|\langle n|\rho_{\mathbf q}^\dagger|m\rangle|^2\,\delta(\omega-E_n+E_m).
\]
With thermal $P_m$ and $S(\mathbf q,\omega)=S(-\mathbf q,\omega)$, assumed from here on,
\begin{equation}
\int_{-\infty}^{\infty}\omega\,S(\mathbf q,\omega)\,d\omega=\frac{q^2}{2},
\label{fsumS}
\end{equation}
\begin{equation}
\int_0^\infty\omega\,(1-e^{-\beta\omega})\,S(\mathbf q,\omega)\,d\omega=\frac{q^2}{2}.
\label{fsumT}
\end{equation}
Detailed balance reads $S(\mathbf q,-\omega)=e^{-\beta\omega}S(-\mathbf q,\omega)$.

An external potential energy of amplitude $\delta v$ induces the density amplitude $\delta n=\chi\,\delta v$, which produces the potential energy $v\,\delta n$, so $1/\varepsilon=1+v\chi$. With $z=\omega+i\eta$, $\eta>0$, and $\omega_{nm}=E_n-E_m$,
\begin{align}
\chi(\mathbf q,z)&=\frac1\Omega\sum_{m,n}P_m\left[\frac{|\langle n|\rho^\dagger|m\rangle|^2}{z-\omega_{nm}}-\frac{|\langle n|\rho|m\rangle|^2}{z+\omega_{nm}}\right]\nonumber\\
&=n\int_{-\infty}^\infty d\omega'\left[\frac{S(\mathbf q,\omega')}{z-\omega'}-\frac{S(-\mathbf q,\omega')}{z+\omega'}\right].
\label{lehmann}
\end{align}
Part (d) then gave
\begin{equation}
\int_0^\infty\omega\,\mathrm{Im}\left[-\frac1{\varepsilon(\mathbf q,\omega)}\right]d\omega=\frac\pi2\,\omega_p^2 ,
\label{fsumloss}
\end{equation}
\begin{equation}
(1-e^{-\beta\omega})\,S(\mathbf q,\omega)=\frac{q^2}{\pi\omega_p^2}\,\mathrm{Im}\left[-\frac1\varepsilon\right].
\label{Sloss}
\end{equation}
The numerical check also uses two interacting electrons on a ring of length $10$ bohr, with smallest $q=0.628319$ bohr$^{-1}$. In its flux case, a constant $A=0.188496$ bohr$^{-1}$ makes the moments for $\pm q$ unequal, but their sum is still $q^2$.

\subsection*{(e) The rule for $\mathrm{Im}\,\varepsilon$}

\emph{Consider the statement $\int_0^\infty\omega\,\mathrm{Im}\,\varepsilon\,d\omega=\frac\pi2\omega_p^2$. Find the condition under which this is true and the correction when it is not.}

\paragraph{Solution.} The commutator constrains $\chi$, hence $1/\varepsilon$. The rule for $\varepsilon$ depends on where $1/\varepsilon$ vanishes. Combine the two fractions in \eqref{lehmann} into $2\omega'/(z^2-\omega'^2)$, fold the negative $\omega'$ onto the positive ones, and set $s=z^2$:
\begin{equation}
\frac1\varepsilon=1+vn\int_0^\infty d\omega'\,\frac{2\omega'(1-e^{-\beta\omega'})S(\omega')}{s-\omega'^2}=1+\sum_n\frac{c_n}{s-\omega_n^2}.
\label{poles}
\end{equation}
The last form uses the discrete spectrum of the box, with equal frequencies merged. All $c_n>0$, and by \eqref{fsumT} $\sum_nc_n=2vn\cdot q^2/2=\omega_p^2$. At $s=0$ every term is negative, so $1/\varepsilon(\mathbf q,0)<1$: the static $\varepsilon$ is either above 1 or negative.

Keep first $M$ poles, $0<\omega_1<\dots<\omega_M$, of total weight $C=\sum c_n$. On the real $s$ axis,
\begin{equation}
\frac{d}{ds}\frac1\varepsilon=-\sum_n\frac{c_n}{(s-\omega_n^2)^2}<0 .
\end{equation}
Between neighbouring poles $1/\varepsilon$ falls from $+\infty$ to $-\infty$ and has one zero. Above the last pole it falls from $+\infty$ to 1 and has none. Below the first it falls from 1 at $s\to-\infty$ to $-\infty$ and has one zero, $s_1$. Over a common denominator the numerator of $1/\varepsilon$ is a polynomial of degree $M$, so these $M$ simple real zeros $s_k$ are all there are. Only $s_1$ can be negative, and since the function decreases through $s=0$, $s_1<0$ exactly when $1/\varepsilon(\mathbf q,0)<0$.

Now $\varepsilon=\prod_n(s-\omega_n^2)/\prod_k(s-s_k)$ tends to 1 at infinity and has simple poles, so
\begin{equation}
\varepsilon=1+\sum_k\frac{R_k}{s-s_k},\qquad R_k=\left[\frac{d}{ds}\frac1\varepsilon\right]^{-1}_{s_k}<0 .
\label{partial}
\end{equation}
At large $|s|$, \eqref{poles} gives $1/\varepsilon=1+C/s+O(s^{-2})$, whose inverse is $1-C/s+O(s^{-2})$, while \eqref{partial} gives $1+\sum_kR_k/s$. Hence $\sum_kR_k=-C$. On the real frequency axis, $s=\omega^2+i0$. A pole with $s_k>0$ gives $\mathrm{Im}\,\varepsilon=\pi|R_k|\delta(\omega^2-s_k)$ and adds $\frac\pi2|R_k|$ to the integral. A pole at $s_1=-\xi_0^2$ gives $R_1/(\omega^2+\xi_0^2)$, which is real and adds nothing.

For the full spectrum let $M\to\infty$. The weights $|R_k|$ are positive with total at most $\omega_p^2$, and the kernel $1/(s'-s)$ decays at large $s'$, so Helly's selection theorem lets \eqref{partial} pass to a limit with a positive measure. Off the real axis no pole can appear, because $\mathrm{Im}(1/\varepsilon)=-\mathrm{Im}\,s\sum_nc_n/|s-\omega_n^2|^2\neq0$. Writing the measure on $s'=\omega'^2>0$ through $\mathrm{Im}\,\varepsilon$, with $ds'=2\omega'd\omega'$,
\begin{equation}
\varepsilon-1=\frac2\pi\int_0^\infty\frac{\omega'\,\mathrm{Im}\,\varepsilon(\omega')}{\omega'^2-s}\,d\omega'+\frac{R}{s+\xi_0^2},
\label{contin}
\end{equation}
where $R\equiv R_1$ is present only if $\varepsilon(\mathbf q,0)<0$. The total weight is fixed on the imaginary axis, $s=-\xi^2$. From \eqref{poles}, $\xi^2(1-1/\varepsilon)=\sum_nc_n\xi^2/(\xi^2+\omega_n^2)$ rises monotonically to $\omega_p^2$, so $\varepsilon\to1$ and $\xi^2(\varepsilon-1)=\varepsilon\,\xi^2(1-1/\varepsilon)\to\omega_p^2$. From \eqref{contin}, the same limit is $\frac2\pi\int\omega'\,\mathrm{Im}\,\varepsilon\,d\omega'-R$. Therefore
\begin{equation}
\int_0^\infty\omega\,\mathrm{Im}\,\varepsilon(\mathbf q,\omega)\,d\omega=
\begin{cases}\frac\pi2\,\omega_p^2, & \varepsilon(\mathbf q,0)>0,\\[2pt] \frac\pi2\,(\omega_p^2+R),\quad R<0, & \varepsilon(\mathbf q,0)<0 .\end{cases}
\label{fsumeps}
\end{equation}
At the borderline $1/\varepsilon(\mathbf q,0)=0$ a pole of $\varepsilon$ can sit at $s=0$, as in $\varepsilon=1-\omega_p^2/z^2$. There $\mathrm{Im}\,\varepsilon=2\omega_p^2\omega\eta/(\omega^2+\eta^2)^2$, and $\int_0^\infty\omega^2(\omega^2+\eta^2)^{-2}d\omega=\pi/4\eta$ (set $\omega=\eta\tan\theta$), so the integral is $\frac\pi2\omega_p^2$, all of it at $\omega\sim\eta$. In this example it is lost if $\eta$ is set to zero before integrating. The loss is not general: if a continuum reaches down to $\omega=0$ and $1/\varepsilon$ vanishes there linearly in $\omega$, as in the electron-gas model of part (f), then $\omega\,\mathrm{Im}\,\varepsilon$ stays finite at $\omega\to0$ and no weight is concentrated at that point.

The pole at $z=i\xi_0$ is not an instability of the electrons in a background, or among ions, held fixed as in $H$; a background that can deform needs a separate analysis. An instability would be a pole of $\chi$ in the upper half plane, and \eqref{lehmann} has none. Causality applies to the response to the external potential, which is $1/\varepsilon$; the function $\varepsilon$ refers to the total potential, which is not an independent cause. Applying the Kramers--Kronig relations to $\varepsilon$ without checking the sign of $\varepsilon(\mathbf q,0)$ drops the last term of \eqref{contin}. In a crystal the argument holds with $1/\varepsilon$ read as the diagonal element of the inverse dielectric matrix and $\varepsilon$ as its reciprocal.

\subsection*{(f) The Lindhard function and a model dielectric function}

\emph{Verify \eqref{fsumS} directly for the free gas at $T=0$, obtain $\chi_0$ in closed form, and build $\varepsilon$ for electrons that respond to the Hartree potential and a static local kernel $-g$. Give the plasmon contribution to \eqref{fsumloss} and the residue $R$.}

\paragraph{Solution.} In the filled Fermi sphere $\rho^\dagger$ moves one electron from an occupied $\mathbf k$ to an empty $\mathbf k+\mathbf q$ with unit matrix element, at energy $\Delta_{\mathbf k}=\mathbf k\cdot\mathbf q+q^2/2$. With a factor 2 for spin, the moment is $\frac2N\sum_{\mathbf k}n_{\mathbf k}(1-n_{\mathbf k+\mathbf q})\Delta_{\mathbf k}$. Under $\mathbf k\to-\mathbf k-\mathbf q$ the product $n_{\mathbf k}n_{\mathbf k+\mathbf q}$ is unchanged and $\Delta_{\mathbf k}$ changes sign, so the blocking term sums to zero. In the rest, $\mathbf k\cdot\mathbf q$ averages to zero over the sphere and $2\sum n_{\mathbf k}=N$, leaving $q^2/2$. Pauli blocking removes weight from $S$ in pairs of opposite energy and leaves the moment alone.

In \eqref{lehmann} the bracket $1/(z-\Delta)-1/(z+\Delta)=2\Delta/(z^2-\Delta^2)$ is also odd in $\Delta$, so the blocking term drops again. Slice the sphere into discs of area $\pi(k_F^2-x^2)$ at $x=\mathbf k\cdot\hat{\mathbf q}$; the prefactor is $2\pi/(2\pi)^3=1/4\pi^2$:
\begin{equation}
\chi_0=\frac1{4\pi^2}\int_{-k_F}^{k_F}dx\,(k_F^2-x^2)\left[\frac1{z-qx-q^2/2}-\frac1{z+qx+q^2/2}\right].
\end{equation}
Take $1/q$ out of each fraction and send $x\to-x$ in the second, so that both have the form $1/(a-x)$ with $a_\mp=z/q\mp q/2$. The identity $k_F^2-x^2=(k_F^2-a^2)+(a-x)(a+x)$ gives
\begin{align}
I(a)&=\int_{-k_F}^{k_F}\frac{k_F^2-x^2}{a-x}\,dx=(k_F^2-a^2)\left[\ln(a+k_F)-\ln(a-k_F)\right]+2ak_F,\\
\chi_0&=\frac{I(a_-)-I(a_+)}{4\pi^2q}.
\end{align}
For real $|a|<k_F$ approached from above, $\ln(a-k_F)$ has imaginary part $+\pi$, so $\mathrm{Im}\,I=-\pi(k_F^2-a^2)$; for $|a|>k_F$ it is zero. For $\omega>0$, $\mathrm{Im}\,\chi_0$ is thus nonzero up to $\omega=qk_F+q^2/2$. For $q<2k_F$ the continuum starts at zero, with a kink at $qk_F-q^2/2$ where $a_+=k_F$; for $q>2k_F$ it starts at $q^2/2-qk_F$. At $z=0$ and small $q$, $\ln[(k_F+a)/(k_F-a)]\approx2a/k_F$ gives $\mathrm{Re}\,I\approx4ak_F$, the imaginary parts cancel, and $\chi_0\to-4qk_F/4\pi^2q=-k_F/\pi^2$. At large $s$, $\chi_0\to\frac2\Omega\sum n_{\mathbf k}2\Delta_{\mathbf k}/s=nq^2/s$.

In the model, $\delta n=\chi_0[\delta v+(v-g)\delta n]$, so $\chi=\chi_0/[1-(v-g)\chi_0]$ and
\begin{equation}
\frac1\varepsilon=1+v\chi=\frac{1+g\chi_0}{1-(v-g)\chi_0},\qquad \varepsilon=1-\frac{v\chi_0}{1+g\chi_0}.
\label{model}
\end{equation}
For $v>g$ the denominator of $\chi$ cannot vanish in the upper half plane: on the imaginary axis $\chi_0<0$, and elsewhere $\mathrm{Im}\,\chi_0\ne0$ by the argument used for \eqref{contin}. Also $\mathrm{Im}\,\chi=\mathrm{Im}\,\chi_0/|1-(v-g)\chi_0|^2\le0$ and $\chi\to nq^2/s$. The model therefore has the structure \eqref{poles}, and both \eqref{fsumloss} and \eqref{fsumeps} apply. The choice $g=0$ is the random-phase approximation (RPA), where $\varepsilon(\mathbf q,0)>1$ and the $\mathrm{Im}\,\varepsilon$ rule is the free-gas rule multiplied by $v$. The exchange-only adiabatic local-density approximation (ALDA) takes the exchange energy per electron $-3k_F/4\pi\propto n^{1/3}$ as input; then $v_x=\frac43(-3k_F/4\pi)=-k_F/\pi$, and $dk_F/dn=k_F/3n=\pi^2/k_F^2$ with $n=k_F^3/3\pi^2$, so $g=-dv_x/dn=\pi/k_F^2$. The condition $v>g$ reads $q<2k_F$.

Above the continuum $\varepsilon$ is real. If it vanishes at $\omega_q$, then $\varepsilon\approx\varepsilon'(\omega-\omega_q+i\eta)$ with $\varepsilon'=\partial_\omega\varepsilon$, so $\mathrm{Im}[-1/\varepsilon]=\pi\delta(\omega-\omega_q)/\varepsilon'$ and the plasmon adds $\pi\omega_q/\varepsilon'$ to \eqref{fsumloss}. A frequency grid with $\eta=0$ misses this term.

The sign of $1/\varepsilon(\mathbf q,0)$ is that of $1+g\chi_0(\mathbf q,0)$, which at small $q$ is $1-1/(\pi k_F)$. With $k_F=(9\pi/4)^{1/3}/r_s$ it turns negative at $r_s=6.0292$ bohr; with the local-density correlation kernel included the threshold lies near $r_s\approx5.25$ bohr. The pole of $\varepsilon$ is where $\chi_0=-1/g$. Near it $1+g\chi_0\approx g\,\partial_s\chi_0\,(s+\xi_0^2)$ and $-v\chi_0=v/g$, so
\begin{equation}
R=\frac{v}{g^2\,\partial_s\chi_0},\qquad \partial_s=-\frac1{2\xi}\partial_\xi .
\label{residue}
\end{equation}
There is no further pole on the real axis for $q<2k_F$: inside the continuum $\chi_0$ is complex, and above it $\chi_0>0$.

\subsection*{(g) Jellium at $r_s\approx2.1$}

\emph{Take 32 electrons in a cube of side $5.66$ \AA, a chosen input, and treat them as a uniform gas on a neutralizing background. Evaluate the rules in the RPA at $q=0.5$, $1.0$ and $2.5\,k_F$.}

\paragraph{Solution.} The cube serves only to fix the density: the formulas of (f) are those of the infinite gas, and $0.5\,k_F$ is smaller than the smallest wave vector of this cube, $0.64\,k_F$. The side is $10.69585$ bohr, so $n=32/10.69585^3=0.026152$ bohr$^{-3}$, $r_s=2.08995$ bohr, $k_F=0.91828$ bohr$^{-1}$ and $E_F=0.42162$ Ha. Then $\omega_p^2=4\pi n=0.328635$ Ha$^2$, $\omega_p=0.57327$ Ha $=15.599$ eV, and the target is $\frac\pi2\times0.328635=0.516219$ Ha$^2$.

At $q=0.5k_F=0.45914$ bohr$^{-1}$, $qk_F=k_F^2/2=0.42162$ Ha and $q^2/2=0.105405$ Ha, so the continuum ends at $0.52702$ Ha. Above it $\varepsilon$ vanishes at $\omega_q=0.67714$ Ha $=18.426$ eV with slope $4.29086$ Ha$^{-1}$. The plasmon gives $\pi\omega_q/\varepsilon'=0.49578$ Ha$^2$, quadrature over the continuum gives $0.02044$ Ha$^2$, and the sum is $0.51622$ Ha$^2$. The plasmon carries the fraction $0.9604$. The static value $\varepsilon(\mathbf q,0)=6.4292$ is positive, and the integral of $\omega\,\mathrm{Im}\,\varepsilon$ is also $0.516219$ Ha$^2$, but all of it lies below $0.52702$ Ha, where the loss function has about $4\%$ of its weight. The two rules have the same total and different distributions. By \eqref{Sloss} the moment of $S$ is $q^2/(\pi\omega_p^2)\times0.516219=0.105405$ Ha, the same as for the free gas; this is the loss integral rescaled and not a separate test.

At $q=k_F$ (upper edge $1.26486$ Ha, $\varepsilon(\mathbf q,0)=2.2645$) and at $q=2.5k_F$ (continuum from $0.52702$ to $4.74321$ Ha, $\varepsilon(\mathbf q,0)=1.0561$) no undamped plasmon exists, and the continuum alone gives $0.516219$ Ha$^2$ for both integrals. The moments of $S$ are $0.421619$ and $2.635118$ Ha, equal to $q^2/2$.

On the imaginary axis at $q=0.5k_F$ and $\xi=20$ Ha, $\xi^2(\varepsilon-1)=0.328538$ and $\xi^2(1-1/\varepsilon)=0.328269$ Ha$^2$. With $y=\varepsilon-1$, $1-1/\varepsilon\approx y-y^2$, so the two differ by $0.328538^2/400\approx2.7\times10^{-4}$ Ha$^2$, as found. Removing the $1/\xi^2$ correction by extrapolation gives $0.328635$ Ha$^2=\omega_p^2$ for both.

\subsection*{(h) A case with negative static $\varepsilon$}

\emph{Evaluate both rules for exchange-only ALDA at $r_s=8$ bohr and $q=0.5k_F$.}

\paragraph{Solution.} Here $k_F=0.23989$ and $q=0.11995$ bohr$^{-1}$, $g=\pi/k_F^2=54.5894$ and $v=873.430$ Ha\,bohr$^3$, so $v>g$. Since $4\pi n=3/r_s^3$, $\omega_p^2=3/512=5.859375\times10^{-3}$ Ha$^2$ and the target is $9.203885\times10^{-3}$ Ha$^2$. The plasmon at $0.07782$ Ha with slope $26.63822$ Ha$^{-1}$ gives $\pi\times0.07782/26.63822=9.178\times10^{-3}$ Ha$^2$, the continuum gives $2.556\times10^{-5}$ Ha$^2$, and the sum meets \eqref{fsumloss}.

The static value is $\varepsilon(\mathbf q,0)=-68.5342$. The pole lies at $\xi_0=4.612996\times10^{-3}$ Ha, where $\partial_s\chi_0=-113.7598$ bohr$^{-3}$Ha$^{-3}$, and \eqref{residue} gives
\begin{equation}
R=\frac{873.430}{54.5894^2\times(-113.7598)}=-2.576456\times10^{-3}\ \text{Ha}^2 .
\end{equation}
Equation \eqref{fsumeps} predicts $\frac\pi2(5.859375-2.576456)\times10^{-3}=5.156797\times10^{-3}$ Ha$^2$, and quadrature of $\omega\,\mathrm{Im}\,\varepsilon$ along the real axis gives $5.156797\times10^{-3}$ Ha$^2$. The share $2.576456/5.859375=0.4397$ of the naive sum is missing. The correction is large although $\xi_0$ is small against $\omega_p=0.07655$ Ha. At $s=0$ the integral in \eqref{contin} is positive, so the negative static value must come from the pole term, $R/\xi_0^2=-2.576456\times10^{-3}/(4.612996\times10^{-3})^2\approx-121$.

\section{What the numerical check tests}

The numerical check verifies \eqref{single} and \eqref{double} symbolically for two particles in two dimensions with arbitrary $V$, $\mathbf A$ and test function, and the tight-binding result of (c) with explicit matrices. It diagonalizes two electrons with a softened Coulomb repulsion on a ring and sums energy-weighted matrix elements for a uniform ring, an external potential, a flux, and a thermal state at $kT=0.3$ Ha, where \eqref{fsumS} and \eqref{fsumT} both give $0.197392$ Ha. From the ring spectrum it finds the zeros of $1+v\chi$ and their residues; with the ring's own $v$, the constant $\omega_p^2$ is replaced by $vnq^2$, equal to $1.48355\times0.2\times0.394784=0.117136$ Ha$^2$ at the smallest $q$, and $-\sum_kR_k$ reproduces it. Both ring wave vectors turned out to have $1/\varepsilon(0)>0$ ($0.15714$ and $0.58767$), so the ring tests only the first line of \eqref{fsumeps}, and the second line is tested by part (h). The closed form of $\chi_0$ and the free-gas moment with explicit Pauli blocking are compared with quadrature over $\mathbf k$, and the integrals of (g) and (h) are computed by frequency quadrature and compared with $\frac\pi2\omega_p^2$ or $\frac\pi2(\omega_p^2+R)$.

\section*{Computed values}
\begin{verbatim}
symbolic: [rho,[H,rho+]] = N q^2 verified for N=2
tight binding: double commutator = 2(cos q - 1) T verified
ring: L = 10.0 bohr, N = 2, q1 = 0.628319 1/bohr, q1^2/2 = 0.197392 Ha
ring inputs: 0.4 cos(q1 x)+0.2 sin(2 q1 x) Ha; flux A = 0.188496 1/bohr
ring uniform: moment(+q) = 0.197392, (-q) = 0.197392, sum = 0.394784 Ha
ring external: moment(+q) = 0.197392, (-q) = 0.197392, sum = 0.394784 Ha
ring flux: moment(+q) = 0.259706, (-q) = 0.135078, sum = 0.394784 Ha
ring kT = 0.3 Ha: all-omega moment = 0.197392, omega>0 form = 0.197392 Ha
ring q=1q1: v = 1.48355 Ha bohr, 1/eps(0) = 0.15714, lowest zero s = 0.02135 Ha^2
   v n q^2 = 0.117136, -sum R = 0.117136, over s>0 = 0.117136 Ha^2
ring q=2q1: v = 0.58990 Ha bohr, 1/eps(0) = 0.58767, lowest zero s = 0.10595 Ha^2
   v n q^2 = 0.186305, -sum R = 0.186305, over s>0 = 0.186305 Ha^2
input: a = 5.66 A = 10.69585 bohr, 32 electrons, n = 0.026152 bohr^-3
rs = 2.08995 bohr, kF = 0.91828 1/bohr, EF = 0.42162 Ha
wp = 0.57327 Ha = 15.599 eV, wp^2 = 0.328635, (pi/2)wp^2 = 0.516219 Ha^2
free gas q = 0.5 kF: moment of S = 0.105405 Ha, q^2/2 = 0.105405 Ha
free gas q = 1.5 kF: moment of S = 0.948643 Ha, q^2/2 = 0.948643 Ha
free gas q = 2.5 kF: moment of S = 2.635118 Ha, q^2/2 = 2.635118 Ha
RPA q = 0.5 kF: q = 0.45914 1/bohr, eps(q,0) = 6.4292
   |q kF - q^2/2| = 0.31621 Ha, upper edge = 0.52702 Ha
   plasmon = 0.67714 Ha = 18.426 eV, d eps/d omega = 4.29086 1/Ha
   loss: continuum 2.044209e-02 + plasmon 4.957767e-01 = 5.162188e-01 Ha^2
   plasmon share = 0.9604, int w Im eps = 5.162188e-01 Ha^2
   moment of S = 0.105405 Ha, q^2/2 = 0.105405 Ha
RPA q = 1.0 kF: q = 0.91828 1/bohr, eps(q,0) = 2.2645
   |q kF - q^2/2| = 0.42162 Ha, upper edge = 1.26486 Ha
   no undamped plasmon
   loss: continuum 5.162188e-01 + plasmon 0.000000e+00 = 5.162188e-01 Ha^2
   plasmon share = 0.0000, int w Im eps = 5.162188e-01 Ha^2
   moment of S = 0.421619 Ha, q^2/2 = 0.421619 Ha
RPA q = 2.5 kF: q = 2.29570 1/bohr, eps(q,0) = 1.0561
   |q kF - q^2/2| = 0.52702 Ha, upper edge = 4.74321 Ha
   no undamped plasmon
   loss: continuum 5.162188e-01 + plasmon 0.000000e+00 = 5.162188e-01 Ha^2
   plasmon share = 0.0000, int w Im eps = 5.162188e-01 Ha^2
   moment of S = 2.635118 Ha, q^2/2 = 2.635118 Ha
xi^2(eps-1): xi=20 Ha 0.328538, extrapolated 0.328635 Ha^2
xi^2(1-1/eps): xi=20 Ha 0.328269, extrapolated 0.328635 Ha^2
threshold kF = 1/pi: rs = 6.0292 bohr
rs = 8.0: kF = 0.23989 1/bohr, g = 54.5894 Ha bohr^3, wp = 0.07655 Ha
   wp^2 = 5.859375e-03, (pi/2)wp^2 = 9.203885e-03 Ha^2, v = 873.430 Ha bohr^3
x-ALDA q = 0.5 kF: q = 0.11995 1/bohr, eps(q,0) = -68.5342
   |q kF - q^2/2| = 0.02158 Ha, upper edge = 0.03597 Ha
   plasmon = 0.07782 Ha = 2.118 eV, d eps/d omega = 26.63822 1/Ha
   loss: continuum 2.555696e-05 + plasmon 9.178328e-03 = 9.203885e-03 Ha^2
   plasmon share = 0.9972, int w Im eps = 5.156797e-03 Ha^2
   moment of S = 0.007194 Ha, q^2/2 = 0.007194 Ha
   pole xi0 = 4.612996e-03 Ha, dchi0/ds = -113.7598 bohr^-3 Ha^-3, R = -2.576456e-03 Ha^2
   (pi/2)(wp^2+R) = 5.156797e-03 Ha^2, missing share = 0.4397
\end{verbatim}
